# What a small last change says about the remaining SCF error: test program

```python
"""
Result under test: if the error of a sequence shrinks by a signed factor r per
step, then  limit - current value = (last change) * r / (1 - r).
Last change = current value - previous value.

The result is tested on affine sequences, on vectors, and on a nonlinear SCF:
two electrons on two sites, restricted mean field, with
  t = hopping, gap = site-energy difference, U = on-site repulsion (all in eV),
  m = n2 - n1 = charge difference in electrons (site 2 is the lower site).
Linear mixing: m_next = m + alpha * (output(m) - m).
"""
import numpy as np
from scipy.optimize import brentq

t, gap, U = 1.0, 2.0, 4.0
criterion = 1e-6
r_slow = 0.99


def factor(r):
    return r / (1 - r)


def first_stop(values, tolerance):
    """Index of the first iterate whose last change is below tolerance."""
    small = np.abs(np.diff(values)) < tolerance
    assert small.any()
    return int(np.argmax(small)) + 1


# Affine sequences: the limit is found by simply iterating on.
print("Affine sequences, start 0, limit 1, stop at change < 1e-6")
for r in (0.1, 0.5, 0.9, 0.99, -0.99):
    x = [0.0]
    for _ in range(6000):
        x.append(r * x[-1] + (1 - r))
    x = np.array(x)
    n = first_stop(x, criterion)
    change, remaining = x[n] - x[n - 1], x[-1] - x[n]
    assert np.isclose(remaining, factor(r) * change, rtol=1e-6, atol=0)
    print(f"r={r:5.2f}: factor {factor(r):8.4f}, stop step {n}, "
          f"|change| {abs(change):.3e}, |error| {abs(remaining):.3e}")

# Vectors: old error of length 1, new error of length rho at any angle.
angles = np.linspace(0, np.pi, 181)
for rho in (0.2, 0.5, 0.9, 0.99):
    new = rho * np.column_stack((np.cos(angles), np.sin(angles)))
    step = np.linalg.norm(new - np.array([1.0, 0.0]), axis=1)
    quotient = np.linalg.norm(new, axis=1) / step
    assert np.isclose(quotient.max(), rho / (1 - rho), rtol=1e-9)
    assert np.isclose(quotient.min(), rho / (1 + rho), rtol=1e-9)
    assert quotient.max() <= factor(0.99) * (1 + 1e-9)
print(f"Vector error/change at rho=0.99: min {quotient.min():.4f}, "
      f"right angle {quotient[90]:.4f}, max {quotient.max():.4f}")


def output_charge(m):
    """Diagonalize the mean-field Hamiltonian built from m."""
    h = np.array([[gap / 2 + U * (1 - m / 2) / 2, -t],
                  [-t, -gap / 2 + U * (1 + m / 2) / 2]])
    c = np.linalg.eigh(h)[1][:, 0]
    return 2 * (c[1] ** 2 - c[0] ** 2)


def energy(m):
    """Energy of the determinant whose charge difference is m."""
    c = np.sqrt(np.array([1 - m / 2, 1 + m / 2]) / 2)
    h0 = np.array([[gap / 2, -t], [-t, -gap / 2]])
    return 2 * c @ h0 @ c + U * np.sum(c ** 4)


def iterate(alpha, start, steps):
    m = [start]
    for _ in range(steps):
        m.append(m[-1] + alpha * (output_charge(m[-1]) - m[-1]))
    return np.array(m)


# Closed forms against diagonalization and finite differences.
for m in (0.0, 0.3, 0.9, 1.5):
    w = gap - U * m / 2
    assert abs(output_charge(m) - 2 * w / np.hypot(w, 2 * t)) < 1e-12
    closed = (-2 * t * np.sqrt(1 - m * m / 4) - gap * m / 2
              + U / 2 + U * m * m / 8)
    assert abs(energy(m) - closed) < 1e-12

m_star = brentq(lambda m: output_charge(m) - m, 0, 1.9, xtol=1e-15)
w_star = gap - U * m_star / 2
slope = -4 * U * t ** 2 / (w_star ** 2 + 4 * t ** 2) ** 1.5
h = 1e-4
slope_fd = (output_charge(m_star + h) - output_charge(m_star - h)) / (2 * h)
assert abs(slope - slope_fd) < 1e-6
assert abs(energy(m_star + h) - energy(m_star - h)) / (2 * h) < 1e-7
curvature = t / 2 * (1 - m_star ** 2 / 4) ** -1.5 + U / 4
h = 1e-3
curvature_fd = (energy(m_star + h) - 2 * energy(m_star)
                + energy(m_star - h)) / h ** 2
assert abs(curvature - curvature_fd) < 1e-5

# Without damping a small error grows.
undamped = iterate(1.0, m_star + 1e-3, 5)
growth = abs(undamped[-1] - m_star) / 1e-3
assert growth > 5

print(f"Dimer: t={t} eV, gap={gap} eV, U={U} eV")
print(f"Self-consistent m: {m_star:.9f} electrons")
print(f"w at self-consistency: {w_star:.6f} eV")
print(f"Slope of output map: {slope:.6f}")
print(f"Undamped error growth in 5 steps: {growth:.2f}")
print(f"Energy at self-consistency: {energy(m_star):.8f} eV")
print(f"Energy curvature: {curvature:.6f} eV per electron^2")

# Slow run (r = 0.99) and a well-mixed run, same criterion on m.
alpha_slow = (1 - r_slow) / (1 - slope)
for alpha in (alpha_slow, 0.3):
    r = 1 - alpha * (1 - slope)
    m = iterate(alpha, 0.0, 2500)
    n = first_stop(m, criterion)
    change, error = m[n] - m[n - 1], m_star - m[n]
    measured_r = (m[n] - m_star) / (m[n - 1] - m_star)
    assert abs(measured_r - r) < 1e-5
    assert np.isclose(error, factor(r) * change, rtol=1e-3, atol=0)
    print(f"Mixing fraction {alpha:.6f}: r predicted {r:.6f}, "
          f"measured {measured_r:.6f}")
    print(f"  stop step {n}, change {change:.4e}, "
          f"true error {error:.4e} electrons")
    print(f"  error/change {error / change:.4f}, r/(1-r) {factor(r):.4f}")

# Cost and cure in the slow run.
m = iterate(alpha_slow, 0.0, 2500)
n = first_stop(m, criterion)
n_true = int(np.argmax(np.abs(m - m_star) < criterion))
extra_formula = np.log(factor(r_slow)) / -np.log(r_slow)
assert abs((n_true - n) - extra_formula) < 1.01
tight = criterion / factor(r_slow)
n_tight = first_stop(m, tight)
assert abs(m[n_tight] - m_star) < criterion * 1.0001
print(f"Extra steps to true error < 1e-6: {n_true - n}, "
      f"formula {extra_formula:.2f}")
print(f"Tightened change threshold: {tight:.4e} electrons")
print(f"  true error there: {abs(m[n_tight] - m_star):.4e} electrons")

last, previous = m[n] - m[n - 1], m[n - 1] - m[n - 2]
r_estimate = last / previous
error_estimate = factor(r_estimate) * last
extrapolated = m[n] + error_estimate
assert abs(extrapolated - m_star) < 1e-3 * abs(m[n] - m_star)
print(f"r from last two changes: {r_estimate:.7f}")
print(f"Estimated remaining error: {error_estimate:.4e} electrons")
print(f"Error after extrapolation: {abs(extrapolated - m_star):.1e} electrons")
print(f"Factor at r=0.989: {factor(0.989):.2f}, "
      f"at r=0.991: {factor(0.991):.2f}")

# Energy criterion in the same slow run.
energies = np.array([energy(value) for value in m])
k = first_stop(energies, criterion)
energy_change = abs(energies[k] - energies[k - 1])
energy_error = energies[k] - energy(m_star)
charge_error = abs(m[k] - m_star)
energy_factor = factor(r_slow ** 2)
charge_formula = np.sqrt(2 * energy_error / curvature)
assert np.isclose(energy_error, energy_factor * energy_change, rtol=0.02)
assert np.isclose(charge_error, charge_formula, rtol=0.01)
print(f"Energy criterion 1e-6 eV: stop step {k}, "
      f"change {energy_change:.4e} eV")
print(f"  true energy error {energy_error:.4e} eV, "
      f"ratio {energy_error / energy_change:.3f}")
print(f"  r^2/(1-r^2): {energy_factor:.3f}")
print(f"  charge error {charge_error:.4e}, "
      f"from curvature {charge_formula:.4e} electrons")

# A fast mode can hide a slow one: errors 0.5^n and 0.001 * 0.99^n.
steps = np.arange(13)
mixed = 0.5 ** steps + 0.001 * 0.99 ** steps
d_last, d_before = mixed[12] - mixed[11], mixed[11] - mixed[10]
r_seen = d_last / d_before
estimate = abs(factor(r_seen) * d_last)
assert mixed[12] > 3 * estimate
print(f"Two modes, step 12: apparent r {r_seen:.4f}, "
      f"estimated error {estimate:.3e}, true {mixed[12]:.3e}")

print("checks complete")
```

Printed output:

```
Affine sequences, start 0, limit 1, stop at change < 1e-6
r= 0.10: factor   0.1111, stop step 7, |change| 9.000e-07, |error| 1.000e-07
r= 0.50: factor   1.0000, stop step 20, |change| 9.537e-07, |error| 9.537e-07
r= 0.90: factor   9.0000, stop step 111, |change| 9.261e-07, |error| 8.335e-06
r= 0.99: factor  99.0000, stop step 918, |change| 9.942e-07, |error| 9.843e-05
r=-0.99: factor  -0.4975, stop step 1445, |change| 9.910e-07, |error| 4.930e-07
Vector error/change at rho=0.99: min 0.4975, right angle 0.7035, max 99.0000
Dimer: t=1.0 eV, gap=2.0 eV, U=4.0 eV
Self-consistent m: 0.653985661 electrons
w at self-consistency: 0.692029 eV
Slope of output map: -1.687961
Undamped error growth in 5 steps: 13.74
Energy at self-consistency: -0.33019068 eV
Energy curvature: 1.592431 eV per electron^2
Mixing fraction 0.003720: r predicted 0.990000, measured 0.990000
  stop step 898, change 9.9561e-07, true error 9.8568e-05 electrons
  error/change 99.0029, r/(1-r) 99.0000
Mixing fraction 0.300000: r predicted 0.193612, measured 0.193612
  stop step 10, change 5.1703e-07, true error 1.2414e-07 electrons
  error/change 0.2401, r/(1-r) 0.2401
Extra steps to true error < 1e-6: 457, formula 457.21
Tightened change threshold: 1.0101e-08 electrons
  true error there: 9.9778e-07 electrons
r from last two changes: 0.9900006
Estimated remaining error: 9.8571e-05 electrons
Error after extrapolation: 2.9e-09 electrons
Factor at r=0.989: 89.91, at r=0.991: 110.11
Energy criterion 1e-6 eV: stop step 462, change 9.9732e-07 eV
  true energy error 4.9249e-05 eV, ratio 49.381
  r^2/(1-r^2): 49.251
  charge error 7.8668e-03, from curvature 7.8647e-03 electrons
Two modes, step 12: apparent r 0.5089, estimated error 2.623e-04, true 1.131e-03
checks complete
```
